# Counting Band Crossings to Obtain the Ballistic Mode Density

## The decision: velocities and broadening, or a count

A ballistic conductance calculation starts from band energies on a grid of wavevectors. One must then decide whether to compute band velocities and choose a broadening for a delta function, or to use the energies alone. One must also decide how finely to sample along the transport direction $x$ and how finely across it. Both decisions rest on one result: the number of conducting modes is the number of times the bands rise through the energy $E$ along lines parallel to $x$. This count equals a velocity-weighted density of states, and, where the bands are smooth along $x$, the error from sampling it along $x$ can be estimated in advance.

The algebra uses atomic units, $\hbar=m_e=1$, and all quantities are per spin. The electrons are independent, the crystal is perfect, and the contacts are ideal. Scattering or a mismatched interface would multiply each mode by a transmission probability, which is not computed here.

## What one crossing contributes

Fix the transverse wavevector $\mathbf q$ and let a band cross $E$ with slope $v=\partial E_n/\partial k_x>0$. Per unit length, $dk_x/(2\pi)$ states lie in $dk_x$. Since $dE=v\,dk_x$, the density of these states in energy is $1/(2\pi v)$. Each moves at speed $v$, so the particle current per unit energy is

$$v\,\frac{1}{2\pi v}=\frac1{2\pi}.$$

The velocity cancels, so every upward crossing is one channel of equal weight. If the left contact fills right-movers with occupation $f_L$ and the right contact fills left-movers with $f_R$, the particle current is $\int dE\,M(E)(f_L-f_R)/(2\pi)$. At zero temperature and small bias, with both spins and ordinary units restored, this gives the conductance $G=(2e^2/h)M$.

Let $N_+(E,\mathbf q)$ be the number of upward crossings at fixed $\mathbf q$, summed over bands. A cross-section of area $A$ contains $A\,d^2q/(2\pi)^2$ transverse states, so

$$\frac{M(E)}A=\int\frac{d^2q}{(2\pi)^2}\,N_+(E,\mathbf q). \tag{1}$$

## Lines that close in a periodic crystal

Choose primitive lattice vectors such that $\mathbf a_1,\mathbf a_2$ span a plane normal to $x$. Let $S=|\mathbf a_1\times\mathbf a_2|$ and $\Omega=(\mathbf a_1\times\mathbf a_2)\cdot\mathbf a_3>0$. Then

$$\mathbf b_3=\frac{2\pi}{\Omega}\,\mathbf a_1\times\mathbf a_2,\qquad |\mathbf b_3|=\frac{2\pi S}{\Omega},$$

so $\mathbf b_3$ is parallel to $x$. Write $\mathbf k=s_1\mathbf b_1+s_2\mathbf b_2+s_3\mathbf b_3$ with each $s_i$ running from 0 to 1. At fixed $s_1,s_2$ this is a line along $x$ whose ends are equivalent.

The volume element is $d^3k=(2\pi)^3\Omega^{-1}ds_1ds_2ds_3$, and along the line $dk_x=|\mathbf b_3|ds_3$. Dividing the first by the second gives

$$d^2q=\frac{(2\pi)^3}{\Omega|\mathbf b_3|}\,ds_1ds_2=\frac{(2\pi)^2}{S}\,ds_1ds_2 .$$

Equation (1) becomes

$$\frac{M(E)}A=\frac1S\int_0^1\!\!ds_1\int_0^1\!\!ds_2\,N_+=\frac{\langle N_+\rangle}{S}. \tag{2}$$

The average runs over lines and needs no further weights, even in an oblique cell. If $x$ is not normal to a lattice plane, no reciprocal lattice vector is parallel to $x$, so the lines never close and (2) does not apply as written. An isolated pocket can still be treated in a box that encloses it.

## Equivalence to the velocity-weighted density of states

Let the bands be continuous and piecewise smooth. Exclude energies at which a line touches $E$ with zero slope or at a kink; for a given line these have measure zero. Near a crossing $k_j$, put $k_x=k_j+u$. Then $E-E_n\simeq-E_n'(k_j)u$ and

$$\int du\,|E_n'(k_j)|\,\delta\!\left(-E_n'(k_j)u\right)=\frac{|E_n'(k_j)|}{|E_n'(k_j)|}=1 .$$

Summing over the crossings on one line and over bands,

$$\sum_n\oint dk_x\left|\frac{\partial E_n}{\partial k_x}\right|\delta(E-E_n)=N_++N_- ,$$

where $N_-$ counts downward crossings. Order the bands by energy at each $\mathbf k$, so that each ordered band is continuous and periodic. Going once around the closed line, it alternates between lying below and above $E$ and returns to its starting side. It therefore rises as often as it falls: $N_+=N_-$. Periodicity is sufficient; the relation $E(\mathbf k)=E(-\mathbf k)$ is not needed.

Now integrate over $\mathbf q$, taking one factor $1/(2\pi)$ from the $k_x$ integral:

$$\sum_n\int\frac{d^3k}{(2\pi)^3}\left|\frac{\partial E_n}{\partial k_x}\right|\delta(E-E_n)=\int\frac{d^2q}{(2\pi)^2}\,\frac{2N_+}{2\pi}=\frac1\pi\frac MA .$$

Hence, for almost every $E$,

$$\boxed{\frac{M(E)}A=\pi\sum_n\int\frac{d^3k}{(2\pi)^3}\left|\frac{\partial E_n}{\partial k_x}\right|\delta(E-E_n)} \tag{3}$$

With $D(E)$ the density of states per volume and $\langle|v_x|\rangle$ the mean over the states at energy $E$, $M/A=\pi D\langle|v_x|\rangle$. Heavy bands have many states but low speeds, and $M$ contains the product.

## The algorithm on a grid

1. Compute energies at uniform $s_1,s_2,s_3$ and sort them at each point.
2. On each line, count neighbouring pairs with $E_l<E\le E_{l+1}$, including the pair that joins the last point to the first.
3. Sum over bands, average over lines and divide by $S$.

The half-open inequality prevents double counting when a grid energy equals $E$. It treats the two kinds of edge differently: a maximum along the line that sits on a grid point and equals $E$ is counted once although the band only touches $E$, whereas a minimum is not counted. Such an $E$, for example a band top at $\Gamma$, should be shifted slightly.

The equivalence survives discretization along $x$. Join neighbouring energies by straight segments of length $\Delta$ and slope $g=(E_{l+1}-E_l)/\Delta$. If $E$ lies strictly between the two energies, the segment contributes

$$\int_0^\Delta dt\,|g|\,\delta(E-E_l-gt)=1,$$

and otherwise it contributes zero. Rising and falling segments that cross $E$ are equally many on a closed line, so the upward count is half the sum of these contributions. With the prefactor in (3), the count on the chosen lines thus gives the velocity-weighted density of states of the linear interpolant, with no broadening.

A Gaussian $g_\sigma$ of width $\sigma$ in place of the delta function gives instead $\int dE'\,M(E')g_\sigma(E-E')$. For a band edge with $M/A=\alpha E$ at $E>0$, its value at $E=0$ is

$$\alpha\int_0^\infty dE'\,\frac{E'e^{-E'^2/2\sigma^2}}{\sigma\sqrt{2\pi}}=\frac{\alpha\sigma}{\sqrt{2\pi}},$$

although the true mode density vanishes there. The count gives zero at $E=0$, since no grid energy lies below the edge. Several $\sigma$ above the edge the comparison can reverse. There the Gaussian average of a linear $M$ is almost equal to $M$ itself, so a grid fine enough to resolve the Gaussian gives a small error. The count still has errors from pairs of crossings missed between grid points and from sampling across the current. Neither method is therefore always the more accurate.

### Tests on a crystal and on single lines

The test crystal has two coupled bands, an oblique cell with $S=20$ Å$^2$, and $|E(\mathbf k)-E(-\mathbf k)|$ as large as 0.80 eV. Counts were averaged with a Gaussian of width 0.15 eV and compared with (3), broadened by the same Gaussian. The velocities came from the expectation value of $\partial H/\partial k_x$ on a different grid. At $-0.8$, 0.3 and 1.2 eV the counts gave 0.05322, 0.05141 and 0.09278 Å$^{-2}$; the velocity integral gave 0.05323, 0.05148 and 0.09279 Å$^{-2}$. The largest difference is 0.14% of the velocity result. It is mostly the longitudinal undercount treated below: the counts used 200 points per line, and with 800 points the count at 0.3 eV rises by about 0.00006 to 0.05147 Å$^{-2}$. Multiplying the first count by $S$ gives $0.05322\times20=1.06$ modes per surface cell. The integral with signed velocity was also tested: its magnitude is below one thousandth of the unsigned integral, as $N_+=N_-$ requires.

There is a separate check for one line. With finite-range hopping, the Hamiltonian at fixed $s_1,s_2$ is a finite sum of powers of $z=e^{i\mathbf k\cdot\mathbf a_3}$. Unless a band is flat along the line at exactly $E$, the equation $\det[H(z)-E]=0$ then has a finite set of roots. Those with $|z|=1$ are propagating Bloch states, and half of them move right while the other half move left. Roots with $|z|\neq1$ grow or decay along $x$ and are not counted as modes. The count on finely sampled lines matched half the number of unit-circle roots on all 100 random lines, which carried 0, 1 or 2 right-movers.

## Ellipsoids: a case with a closed answer

Measure $\mathbf k$ from a valley minimum and energy from its bottom. Let $E=\tfrac12\mathbf k^TW\mathbf k$, where $W=m^{-1}$ is the inverse of a positive mass tensor $m$. With $\mathbf w=(W_{xy},W_{xz})$ and $W_{pp}$ the transverse block, completing the square gives

$$2E=W_{xx}\left(k_x+\frac{\mathbf w\cdot\mathbf q}{W_{xx}}\right)^2+\mathbf q^T\mathcal S\mathbf q,\qquad \mathcal S=W_{pp}-\frac{\mathbf w\mathbf w^T}{W_{xx}} .$$

A line meets the ellipsoid twice, once going upward, when $\mathbf q^T\mathcal S\mathbf q<2E$. The substitution $\mathbf q=\mathcal S^{-1/2}\mathbf u$ turns this ellipse into a disc of area $2\pi E$, so the ellipse has area $2\pi E/\sqrt{\det\mathcal S}$. The shift of $k_x$ has unit determinant, hence $\det W=W_{xx}\det\mathcal S$. Dividing the area by $(2\pi)^2$,

$$\frac MA=\frac{E}{2\pi\sqrt{\det\mathcal S}}=\frac E{2\pi}\sqrt{W_{xx}\det m}=\frac E{2\pi}\sqrt{m_{yy}m_{zz}-m_{yz}^2}. \tag{4}$$

The last step uses the cofactor formula $W_{xx}=(m_{yy}m_{zz}-m_{yz}^2)/\det m$. The masses across the current set the number of modes.

Equation (3) gives the same answer independently. Put $\mathbf k=W^{-1/2}\mathbf u$, so that $E=u^2/2$ and $d^3k=\sqrt{\det m}\,d^3u$. Then

$$D=\frac{\sqrt{\det m}}{(2\pi)^3}\int4\pi u^2\,\delta(E-u^2/2)\,du=\frac{\sqrt{2E\det m}}{2\pi^2}.$$

The velocity is $W\mathbf k=W^{1/2}\mathbf u$. Its $x$ component is the dot product of $\mathbf u$ with a vector of length $\sqrt{W_{xx}}$, and the mean of $|\cos\theta|$ over a sphere is $1/2$. Therefore $\langle|v_x|\rangle=\tfrac12\sqrt{2EW_{xx}}$, and

$$\pi D\langle|v_x|\rangle=\frac{2E}{4\pi}\sqrt{W_{xx}\det m},$$

which is (4).

In two dimensions the projection is an interval. Now $\mathcal S=\det W/W_{xx}=1/m_{yy}$, so the condition is $|k_y|<\sqrt{2m_{yy}E}$. Its length divided by $2\pi$ gives $M/L_y=\sqrt{2m_{yy}E}/\pi$ per width. For parabolic bands the mode density is thus linear in $E$ in three dimensions and grows as $\sqrt E$ in two. Other dispersions give other laws: near the conical points of a honeycomb lattice, the two-dimensional mode density is linear in the energy measured from those points.

### Six valleys

Take six valleys on the cubic axes with model masses 0.9 along the axis and 0.2 across it, in electron masses. For transport along $[100]$, two valleys have both transverse masses equal to 0.2, while four have 0.9 and 0.2. The summed mode mass is

$$2\sqrt{0.2\times0.2}+4\sqrt{0.9\times0.2}=2.0971.$$

With $\hbar^2/m_e=7.61996$ eV Å$^2$ and $E=0.10$ eV,

$$\frac MA=\frac{0.10\times2.0971}{2\pi\times7.61996}=0.004380\ \text{Å}^{-2},$$

or 0.001227 bohr$^{-2}$. The grid count is 0.004378 Å$^{-2}$.

For the other directions use $W_{xx}\det m$, with $\det m=0.9\times0.2^2=0.036$. Along $[110]$, four valleys have $W_{xx}=\tfrac12(1/0.9+1/0.2)=3.056$ and two have $W_{xx}=1/0.2=5$. The sum is $4\sqrt{0.110}+2\sqrt{0.180}=2.175$. Along $[111]$ all six have $W_{xx}=\tfrac13(1/0.9+2/0.2)=3.704$, giving $6\sqrt{0.1333}=2.191$. The formula values at 0.10 eV are 0.004543 and 0.004576 Å$^{-2}$; the counts are 0.004550 and 0.004582 Å$^{-2}$. At 0.05 eV the formula gives half of each value, and the counts agree with it within 0.2%.

The density of states is 0.001226 eV$^{-1}$ Å$^{-3}$ for every direction, yet $M/A$ is 4.5% larger along $[111]$ than along $[100]$. By (3), the difference lies wholly in the mean speed along the current. A cubic crystal can therefore have a direction-dependent ballistic mode density.

For one valley tilted with respect to $[110]$ transport, the grid gave a mean $|\partial E/\partial k_x|$ of 1.0795 eV Å against 1.0790 from the formula. Its product $\pi D\langle|\partial E/\partial k_x|\rangle$ was 0.000692 Å$^{-2}$, against 0.000693 from (4).

## Error from spacing along the current

If two neighbouring samples lie on opposite sides of $E$, continuity guarantees a true crossing between them. With exact band energies, and $E$ not equal to a grid energy, the count on a given line can therefore be too small but not too large. What is lost is a pair of opposite crossings inside one interval. For sorted bands this includes two bands that exchange sides of $E$ between neighbouring points. Sampling the 100 test lines with 30 points undercounted one of them and overcounted none.

For an ellipsoid the loss can be calculated. Let $r=\mathbf q^T\mathcal S\mathbf q/(2E)$. The area inside a contour of $r$ is proportional to $r$, so $r$ is uniformly distributed from 0 to 1 over the projected ellipse. The chord inside the ellipsoid has length

$$L=L_0\sqrt{1-r},\qquad L_0=2\sqrt{2E/W_{xx}} .$$

The pair is detected when at least one grid point lies inside the chord. For $L\ge\Delta$ this is certain; for $L<\Delta$ and a uniformly random grid offset it has probability $L/\Delta$. Set $w=1-r$ and $w_0=(\Delta/L_0)^2\le1$. The mean loss relative to the true count is

$$\eta=\int_0^{w_0}\left(1-\sqrt{\frac w{w_0}}\right)dw=w_0-\frac23w_0=\frac13\left(\frac\Delta{L_0}\right)^2. \tag{5}$$

For the tilted valley, $L_0=0.18536$ Å$^{-1}$ at 0.10 eV. Averaged over offsets, spacings of $0.50L_0$ and $0.25L_0$ lost 8.335% and 2.089%, against 8.333% and 2.083% from (5).

The offset matters for an untilted ellipsoid, whose chords share one centre plane. If grid points lie on that plane, every chord contains one and the loss is zero, as the test at $\Delta=0.50L_0$ confirmed. If the plane lies midway between grid points, every chord shorter than $\Delta$ is missed and the loss is $w_0$, three times the mean. No offset can do worse, because chords of length at least $\Delta$ are not missed. An untilted ellipsoid centred on a grid plane therefore cannot reveal this error; a tilted one can.

The same reasoning covers a smooth band extremum along $x$ in a general crystal. Let $\kappa$ be the magnitude of the curvature along the line and $\varepsilon_0(\mathbf q)$ the extremal energy. At depth $\delta=|E-\varepsilon_0|$ the chord is $L=\sqrt{8\delta/\kappa}$, which equals $\Delta$ at $\delta_0=\kappa\Delta^2/8$. Integrating the missed fraction over depth gives $\delta_0/3$, and dividing by $|\nabla_{\mathbf q}\varepsilon_0|$ converts depth to distance in $\mathbf q$. To leading order, the offset-averaged loss is

$$\frac{\delta M}{A}\simeq\frac{\Delta^2}{24(2\pi)^2}\oint_{\varepsilon_0=E}\frac{\kappa\,d\ell}{|\nabla_{\mathbf q}\varepsilon_0|}. \tag{6}$$

This estimate fails where the gradient vanishes, or where a narrow anticrossing makes $\kappa$ vary within one spacing. It also omits true crossings of two bands with opposite slopes $v_1$ and $-v_2$, which are kinks of the sorted bands. At depth $\delta$ from such a crossing the two points at $E$ are $L=\delta(1/v_1+1/v_2)$ apart, so $L=\Delta$ at $\delta_0=\Delta\,v_1v_2/(v_1+v_2)$. The offset-averaged loss is then first order in $\Delta$ and can exceed (6) by far.

## Error across the current and choice of grid

The transverse average samples a function that jumps at the edge of the projected region. Grid cells cut by that edge cause the error. Their share of the area falls as $1/n$ for $n$ lines per side, which gives a first-order bound; cancellation around the edge can make the actual error smaller. The counts along $[110]$ and $[111]$ at 0.10 eV lie above the formula. Lost pairs can only lower a count, so these excesses come from transverse sampling.

For a mean longitudinal loss of 1%, (5) requires $\Delta=L_0\sqrt{0.03}=0.173L_0$, or 0.032 Å$^{-1}$ for the tilted valley at 0.10 eV. To guarantee at most 1% for any offset, use $\Delta=0.10L_0$, or 0.0185 Å$^{-1}$ for the same valley and energy. Since $L_0\propto\sqrt E$, the mean relative loss at fixed spacing grows as $1/E$ when $E$ is lowered toward the valley bottom, as long as $\Delta\le L_0$. For larger spacings every chord is shorter than $\Delta$; the mean loss is then $1-2L_0/(3\Delta)$, which tends to 1. For a single valley, the lowest energy of interest should therefore set $\Delta$. In a full band, energies near the upper edge need the same care. The transverse grid should then be refined separately until $M$ is stable. The program sets the grids, and its output lists the remaining comparisons.

## Table of computed values

```
TWO-BAND CRYSTAL
surface cell area = 20.000 angstrom^2
cell volume = 120.000 angstrom^3
count grid = (36, 36, 200)  velocity grid = (30, 30, 160)
largest |E(k)-E(-k)| = 0.797 eV
Gaussian averaging width = 0.15 eV
E = -0.8 eV: M/A counted 0.05322, velocity-weighted 0.05323 angstrom^-2
E = 0.3 eV: M/A counted 0.05141, velocity-weighted 0.05148 angstrom^-2
E = 1.2 eV: M/A counted 0.09278, velocity-weighted 0.09279 angstrom^-2
lines agreeing with unit-circle roots = 100 of 100
right-moving modes found on these lines = [0, 1, 2]
lines undercounted with 30 points = 1
SIX ELLIPSOIDAL VALLEYS (per spin)
hbar^2/m_e = 7.61996 eV angstrom^2
masses: long 0.9, transverse 0.2 (electron masses)
k-points per box side = 140
[100] E = 0.05 eV: M/A counted 0.002189, formula 0.002190 angstrom^-2
[100] E = 0.10 eV: M/A counted 0.004378, formula 0.004380 angstrom^-2
[100] summed mode mass = 2.0971 electron masses; M/A at 0.10 eV = 0.001227 bohr^-2
[110] E = 0.05 eV: M/A counted 0.002275, formula 0.002272 angstrom^-2
[110] E = 0.10 eV: M/A counted 0.004550, formula 0.004543 angstrom^-2
[110] summed mode mass = 2.1752 electron masses; M/A at 0.10 eV = 0.001272 bohr^-2
[111] E = 0.05 eV: M/A counted 0.002288, formula 0.002288 angstrom^-2
[111] E = 0.10 eV: M/A counted 0.004582, formula 0.004576 angstrom^-2
[111] summed mode mass = 2.1909 electron masses; M/A at 0.10 eV = 0.001281 bohr^-2
ratio [111]/[100]: counted 1.0465, formula 1.0447
ONE TILTED VALLEY, transport [110], E = 0.10 eV
D: grid 0.000204, formula 0.000204 eV^-1 angstrom^-3
mean |dE/dk_x|: grid 1.0795, formula 1.0790 eV angstrom
pi*D*mean|dE/dk_x|: grid 0.000692, M/A formula 0.000693 angstrom^-2
D of all six valleys, any direction = 0.001226 eV^-1 angstrom^-3
longest chord L0 = 0.18536 angstrom^-1
spacing/L0 = 0.50: relative loss 0.08335, predicted 0.08333
spacing/L0 = 0.25: relative loss 0.02089, predicted 0.02083
untilted, centred, spacing/L0 = 0.50: relative loss 0.00000
```
